# The Saxon-Hutner theorem for equally spaced delta scatterers: test program

```python
"""
Saxon-Hutner theorem for equally spaced delta scatterers of two strengths.
Result under test: an energy outside the spectra of both pure chains is
outside the spectrum of every mixed chain.
H = -C d2/dx2 + sum_n S_n delta(x - n a),  C = hbar^2/(2 m),
S_n = scatterer strength (eV nm), a = spacing (nm), E = energy (eV).
t(E) = 2 cos(ka) + (S/C) sin(ka)/k with k^2 = E/C; forbidden means |t| > 2.
Independent road: finite elements of high degree for H itself, on closed
rings with a boundary phase; the deltas sit on element nodes.
"""
import itertools
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
SPACING = 0.33
S_A, S_B = -0.40, -0.50
DEGREE = 8
rng = np.random.default_rng(7)

# Reference element: two hat functions and bubbles vanishing at both ends
points, weights = legendre.leggauss(DEGREE + 6)
shape = [(1 - points) / 2, (1 + points) / 2]
slope = [-0.5 + 0 * points, 0.5 + 0 * points]
for order in range(2, DEGREE + 1):
    coef = np.zeros(order + 1)
    coef[order], coef[order - 2] = 1.0, -1.0
    shape.append(legendre.legval(points, coef))
    slope.append(legendre.legval(points, legendre.legder(coef)))
shape, slope = np.array(shape), np.array(slope)
STIFF = (slope * weights) @ slope.T
MASS = (shape * weights) @ shape.T


def cell_indices(cell, sites):
    bubbles = sites + cell * (DEGREE - 1) + np.arange(DEGREE - 1)
    return np.concatenate(([cell, (cell + 1) % sites], bubbles))


def ring(strengths, lengths=None, phase=0.0):
    """Energy and overlap matrices of a closed ring."""
    sites = len(strengths)
    if lengths is None:
        lengths = np.full(sites, SPACING)
    energy = np.zeros((sites * DEGREE, sites * DEGREE), dtype=complex)
    overlap = np.zeros_like(energy)
    for cell, length in enumerate(lengths):
        index = cell_indices(cell, sites)
        factor = np.ones(DEGREE + 1, dtype=complex)
        if cell == sites - 1:
            factor[1] = np.exp(1j * phase)
        twist = np.outer(factor.conj(), factor)
        place = np.ix_(index, index)
        np.add.at(energy, place, twist * STIFF * C * 2 / length)
        np.add.at(overlap, place, twist * MASS * length / 2)
    for site, strength in enumerate(strengths):
        energy[site, site] += strength
    if max(abs(energy.imag).max(), abs(overlap.imag).max()) < 1e-10:
        return energy.real, overlap.real
    return energy, overlap


def levels(strengths, lengths=None, phase=0.0):
    return eigh(*ring(strengths, lengths, phase), eigvals_only=True)


def sine_over_k(energy, distance):
    k = np.sqrt(complex(energy / C))
    return np.real(np.sin(k * distance) / k)


def trace(energy, strength, a=SPACING):
    k = np.sqrt(complex(energy / C))
    return 2 * np.cos(k * a).real + strength / C * sine_over_k(energy, a)


def node_edge(a):
    return C * (np.pi / a)**2


def lower_edge(strength, a=SPACING):
    """Top of the first band for an attractive chain."""
    return brentq(lambda e: trace(e, strength, a) + 2,
                  -20.0, 0.999 * node_edge(a), xtol=1e-12)


# Band condition of the pure chains against the finite elements
for strength in (S_A, S_B, 1.0, -1.0):
    for phase in (0.4, 1.5, 2.8):
        for e in levels([strength], phase=phase)[:2]:
            assert abs(trace(e, strength) - 2 * np.cos(phase)) < 1e-5
top_A, top_B = lower_edge(S_A), lower_edge(S_B)
gap_top = node_edge(SPACING)
for strength, top in ((S_A, top_A), (S_B, top_B)):
    assert np.allclose(levels([strength], phase=np.pi)[:2],
                       [top, gap_top], atol=1e-6)
gap_low = max(top_A, top_B)


def try_all_orderings(first, second, low, high, count_rule, sites=7):
    """No level of any ordering may lie inside (low, high)."""
    highest, lowest, tried = -np.inf, np.inf, 0
    for order in itertools.product((first, second), repeat=sites):
        tried += 1
        for phase in (0.0, 1.3, np.pi):
            e = levels(order, phase=phase)
            below = e[e < (low + high) / 2]
            above = e[e >= (low + high) / 2]
            assert below.size == count_rule(order)
            assert below.size == 0 or below[-1] < low + 1e-6
            assert above[0] > high - 1e-6
            if len(set(order)) == 2:
                highest = max(highest, below[-1])
                lowest = min(lowest, above[0])
    return tried, highest, lowest


tried, mixed_high, mixed_low = try_all_orderings(
    S_A, S_B, gap_low, gap_top, len)

# Opposite signs: t > 2 for one kind and t < -2 for the other
S_PLUS, S_MINUS = 1.0, -1.0
window_low = lower_edge(S_MINUS)
window_top = brentq(lambda e: trace(e, S_PLUS) - 2, 1e-6, 0.999 * gap_top)
E_OPP = 1.0
t_plus, t_minus = trace(E_OPP, S_PLUS), trace(E_OPP, S_MINUS)
t_mean = trace(E_OPP, (S_PLUS + S_MINUS) / 2)
assert t_plus > 2 and t_minus < -2 and abs(t_mean) < 2
_, opp_high, opp_low = try_all_orderings(
    S_PLUS, S_MINUS, window_low, window_top,
    lambda order: order.count(S_MINUS))


def site_matrix(energy, strengths):
    sites = len(strengths)
    matrix = np.diag([trace(energy, s) for s in strengths])
    for n in range(sites):
        matrix[n, (n + 1) % sites] -= 1
        matrix[(n + 1) % sites, n] -= 1
    return matrix


def check_source_problem(energy, strengths):
    """Driven problem (H-E) psi = f: finite elements against site equation."""
    sites, a = len(strengths), SPACING
    total = sites * a

    def source(x):
        return (np.exp(np.sin(2 * np.pi * x / total))
                * np.cos(6 * np.pi * x / total))

    load = np.zeros(sites * DEGREE)
    inside = (points + 1) * a / 2
    for cell in range(sites):
        local = (shape * weights) @ source(cell * a + inside) * a / 2
        np.add.at(load, cell_indices(cell, sites), local)
    h, m = ring(strengths)
    direct = solve(h - energy * m, load)[:sites]
    drive = []
    for n in range(sites):
        right = quad(lambda y: sine_over_k(energy, a - y)
                     * source(n * a + y), 0, a)[0]
        left = quad(lambda y: sine_over_k(energy, y)
                    * source((n - 1) * a + y), 0, a)[0]
        drive.append((right + left) / C)
    matrix = site_matrix(energy, strengths)
    reduced = solve(matrix, np.array(drive))
    assert np.max(abs(direct - reduced)) < 1e-6 * np.max(abs(direct))
    smallest = np.min(abs(np.linalg.eigvalsh(matrix)))
    bound = min(abs(trace(energy, s)) for s in set(strengths)) - 2
    assert smallest >= bound - 1e-10
    return smallest, bound


def check_decay(energy, strengths):
    """Hard wall at site 0 of the ring, point source at site 1."""
    sites = len(strengths)
    h, m = ring(strengths)
    operator = (h - energy * m)[1:, 1:]
    load = np.zeros(operator.shape[0])
    load[0] = 1.0
    psi = abs(solve(operator, load)[:sites - 1])
    smallest = np.min(psi[:-1] / psi[1:])
    weakest = min(abs(trace(energy, s)) for s in set(strengths))
    bound = np.exp(np.arccosh(weakest / 2))
    assert smallest >= bound * (1 - 1e-6)
    return smallest, bound


E_PROBE = 2.0
sample = [S_A, S_B, S_B, S_A, S_A, S_A, S_B, S_A, S_B, S_B, S_A, S_A]
opposite = [S_PLUS if s == S_A else S_MINUS for s in sample]
j_small, j_bound = check_source_problem(E_PROBE, sample)
decay_small, decay_bound = check_decay(E_PROBE, sample)
for e in (-1.0, E_OPP):
    check_source_problem(e, opposite)
    check_decay(e, opposite)

# Long random ring
SITES = 100
random_order = rng.choice([S_A, S_B], SITES)
e = levels(random_order)
random_high, random_low = e[SITES - 1], e[SITES]
assert random_high < gap_low + 1e-6 and random_low > gap_top - 1e-6

# Runs of A in a B host approach the edge of the pure A chain
deficits = {}
for run in (8, 16, 32):
    order = [S_A] * run + [S_B] * (48 - run)
    deficits[run] = gap_low - levels(order)[47]
assert deficits[8] > deficits[16] > deficits[32] > 0
assert deficits[8] / deficits[32] > 8

# Neglected: unequal spacings
SPREAD = 0.01
kept_low = lower_edge(S_A, SPACING - SPREAD)
kept_top = node_edge(SPACING + SPREAD)
lengths = SPACING + rng.uniform(-SPREAD, SPREAD, SITES)
e = levels(random_order, lengths)
spread_high, spread_low = e[SITES - 1], e[SITES]
assert spread_high < kept_low and spread_low > kept_top
lengths = np.repeat([SPACING + SPREAD, SPACING - SPREAD], 30)
e = levels(random_order[:60], lengths)
sorted_high, sorted_low = e[59], e[60]
assert sorted_high < kept_low and kept_top < sorted_low < gap_top - 0.1

# Neglected: a third, weaker scatterer
S_C = -0.20
defect = levels([S_C] + [S_A] * 23)[23]
assert gap_low + 0.01 < defect < gap_top - 0.01

# Neglected: finite width of the scatterers (plane waves at the zone edge)
WIDTH = 0.10


def well_edges(strength):
    j = np.arange(-60, 60)
    matrix = strength / SPACING * np.sinc(
        (j[:, None] - j[None, :]) * WIDTH / SPACING)
    matrix += np.diag(C * ((2 * j + 1) * np.pi / SPACING)**2)
    return np.linalg.eigvalsh(matrix)[:2]


wells = {name: well_edges(s) for name, s in (("A", S_A), ("B", S_B))}
for name, s in (("A", S_A), ("B", S_B)):
    first_order = s / SPACING * (1 - np.sinc(WIDTH / SPACING))
    shift = wells[name][1] - gap_top
    assert abs(shift / first_order - 1) < 0.15

# Neglected: electric field and temperature
FIELD_MV_CM = 1.0
field = FIELD_MV_CM * 0.1                               # V/nm
exponent = 2 / (SPACING * field) * quad(
    lambda x: np.arccosh(max(1.0, abs(trace(x, S_A)) / 2)),
    gap_low, gap_top, limit=200)[0]
TEMPERATURE = 300.0
thermal = const.k * TEMPERATURE / const.e


def show(label, value, unit="", digits=4):
    text = str(value) if isinstance(value, int) else f"{value:.{digits}f}"
    print(f"{label}: {text} {unit}".rstrip())


show("hbar^2/2m", C, "eV nm^2", 6)
show("spacing a", SPACING, "nm", 2)
show("strength S_A", S_A, "eV nm", 2)
show("strength S_B", S_B, "eV nm", 2)
show("first band top, pure A", top_A, "eV")
show("first band top, pure B", top_B, "eV")
show("second band bottom, A and B", gap_top, "eV")
show("common gap width", gap_top - gap_low, "eV")
show("probe energy", E_PROBE, "eV", 1)
show("ka at probe", np.sqrt(E_PROBE / C) * SPACING, "rad")
show("t_A at probe", trace(E_PROBE, S_A))
show("t_B at probe", trace(E_PROBE, S_B))
show("bound tau-2 at probe", j_bound)
show("smallest |eigenvalue| of J, 12 sites", j_small)
show("decay factor bound exp(mu)", decay_bound)
show("smallest decay factor found", decay_small)
show("decay length bound a/mu", SPACING / np.log(decay_bound), "nm")
show("orderings tried, 7 sites", tried)
show("mixed 7-site rings, highest below gap", mixed_high, "eV")
show("mixed 7-site rings, lowest above gap", mixed_low, "eV")
show("random 100-site ring, A sites", int(np.sum(random_order == S_A)))
show("random ring, highest below gap", random_high, "eV")
show("random ring, lowest above gap", random_low, "eV")
for run, deficit in deficits.items():
    show(f"A run of {run}, distance below A edge", deficit * 1e3, "meV", 2)
show("opposite signs, strength +", S_PLUS, "eV nm", 1)
show("opposite signs, strength -", S_MINUS, "eV nm", 1)
show("opposite signs, window bottom", window_low, "eV")
show("opposite signs, window top", window_top, "eV")
show("opposite signs, test energy", E_OPP, "eV", 1)
show("t for strength +", t_plus)
show("t for strength -", t_minus)
show("t for average strength", t_mean)
show("opposite signs, highest below", opp_high, "eV")
show("opposite signs, lowest above", opp_low, "eV")
show("spacing spread +/-", SPREAD, "nm", 2)
show("surviving gap bottom", kept_low, "eV")
show("surviving gap top", kept_top, "eV")
show("random spacings, highest below", spread_high, "eV")
show("random spacings, lowest above", spread_low, "eV")
show("30 long + 30 short cells, lowest above", sorted_low, "eV")
show("third strength S_C", S_C, "eV nm", 2)
show("gap level of one C in 23 A", defect, "eV")
show("well width", WIDTH, "nm", 2)
show("wide wells, first band top A", wells["A"][0], "eV")
show("wide wells, first band top B", wells["B"][0], "eV")
show("wide wells, second band bottom A", wells["A"][1], "eV")
show("wide wells, second band bottom B", wells["B"][1], "eV")
show("electric field", FIELD_MV_CM, "MV/cm", 1)
show("potential energy drop per spacing", field * SPACING, "eV")
show("length to cross gap in field", (gap_top - gap_low) / field, "nm", 1)
show("tunnelling exponent, pure A", exponent, "", 1)
show("temperature", TEMPERATURE, "K", 0)
show("thermal energy", thermal, "eV")
print("finished without a failed check")
```

It prints:

```
hbar^2/2m: 0.038100 eV nm^2
spacing a: 0.33 nm
strength S_A: -0.40 eV nm
strength S_B: -0.50 eV nm
first band top, pure A: 0.5471 eV
first band top, pure B: -0.3529 eV
second band bottom, A and B: 3.4530 eV
common gap width: 2.9058 eV
probe energy: 2.0 eV
ka at probe: 2.3909 rad
t_A at probe: -2.4509
t_B at probe: -2.6980
bound tau-2 at probe: 0.4509
smallest |eigenvalue| of J, 12 sites: 0.5440
decay factor bound exp(mu): 1.9338
smallest decay factor found: 1.9381
decay length bound a/mu: 0.5004 nm
orderings tried, 7 sites: 128
mixed 7-site rings, highest below gap: 0.4603 eV
mixed 7-site rings, lowest above gap: 3.4530 eV
random 100-site ring, A sites: 44
random ring, highest below gap: 0.3519 eV
random ring, lowest above gap: 3.4530 eV
A run of 8, distance below A edge: 107.93 meV
A run of 16, distance below A edge: 36.45 meV
A run of 32, distance below A edge: 10.70 meV
opposite signs, strength +: 1.0 eV nm
opposite signs, strength -: -1.0 eV nm
opposite signs, window bottom: -6.1808 eV
opposite signs, window top: 1.6951 eV
opposite signs, test energy: 1.0 eV
t for strength +: 4.8473
t for strength -: -5.3255
t for average strength: -0.2391
opposite signs, highest below: -6.2211 eV
opposite signs, lowest above: 1.7525 eV
spacing spread +/-: 0.01 nm
surviving gap bottom: 0.6924 eV
surviving gap top: 3.2529 eV
random spacings, highest below: 0.4125 eV
random spacings, lowest above: 3.4178 eV
30 long + 30 short cells, lowest above: 3.2663 eV
third strength S_C: -0.20 eV nm
gap level of one C in 23 A: 0.9601 eV
well width: 0.10 nm
wide wells, first band top A: 1.1017 eV
wide wells, first band top B: 0.4831 eV
wide wells, second band bottom A: 3.2670 eV
wide wells, second band bottom B: 3.2167 eV
electric field: 1.0 MV/cm
potential energy drop per spacing: 0.0330 eV
length to cross gap in field: 29.1 nm
tunnelling exponent, pure A: 91.7
temperature: 300 K
thermal energy: 0.0259 eV
finished without a failed check
```
